# Line Source Function of a Two-Level Ion with Photon Escape, part 2

How bright is a trapped line of a laser-heated tin plasma, compared with a black body? The model is a steady two-level ion: lower level 1, upper level 2, statistical weights $g_1,g_2$, densities $n_1,n_2$, line frequency $\nu$, wavelength $\lambda$. Electrons of density $n_e$ are Maxwellian at temperature $T$, and $x=h\nu/kT$. $A_{21},B_{21},B_{12}$ are Einstein coefficients for intensity, $a=2h\nu^3/c^2$, and $C_{12},C_{21}$ are collisional rates per ion. Redistribution in frequency is complete. For intensity $I$, path length $s$, absorption profile $\varphi$, source function $S$ and Planck function $B$,

$$\frac{dI}{ds}=\chi\varphi\,(S-I),\qquad \chi=\frac{h\nu}{4\pi}(n_1B_{12}-n_2B_{21}), \tag{3}$$

$$B=\frac{a}{e^{x}-1}=\frac{a\,e^{-x}}{1-e^{-x}} . \tag{7}$$

$$S=\frac{a\,n_2}{(g_2/g_1)n_1-n_2}\quad\Longrightarrow\quad \frac{g_2}{g_1}n_1=n_2\left(1+\frac{a}{S}\right). \tag{11}$$

With profile-averaged mean intensity $J$, $S=(1-\epsilon)J+\epsilon B$. Here $\epsilon=\kappa/(1+\kappa)$ is the collisional destruction probability and $\kappa=(C_{21}/A_{21})(1-e^{-x})$; the plain ratio $\epsilon_0=C_{21}/(A_{21}+C_{21})$ omits the stimulated factor. With net escape probability $P=1-J/S$,

$$\boxed{\,S=B\,\frac{\epsilon}{\epsilon+(1-\epsilon)P}\,} \tag{17}$$

$$n_1C_{12}=n_2(C_{21}+PA_{21}), \tag{22}$$

$$\eta=\frac{PA_{21}}{C_{21}+PA_{21}}=1-b . \tag{24}$$

$\eta$ is the share of collisional excitations lost as radiation; $b$ is $n_2/n_1$ relative to its Boltzmann value. The estimated excitation coefficient is

$$q_{12}=\frac{8\pi}{\sqrt3}\,\pi a_0^2f\bar g\,\frac{R^2}{\Delta E}\;2\sqrt{\frac{2}{\pi m kT}}\;e^{-x}, \tag{28}$$

with oscillator strength $f$, Gaunt factor $\bar g$, $\Delta E=h\nu$, Bohr radius $a_0$, Rydberg energy $R$ and electron mass $m$. Downward, $q_{21}=(g_1/g_2)\,e^{x}q_{12}$ and $C_{21}=n_eq_{21}$.

The plasma is a static, uniform slab of thickness $L$ without incoming light. Offset $u$ is in Doppler widths $\Delta\nu_D$, $\phi(u)=e^{-u^2}/\sqrt\pi$, depth $\tau=\chi z/\Delta\nu_D$ runs from 0 to $D$, and $\mu$ is the direction cosine to the normal.

$$J(\tau)=\int_0^D K(|\tau-\tau'|)\,S(\tau')\,d\tau'\equiv(\Lambda S)(\tau), \tag{32}$$

$$K(s)=\frac12\int du\,\phi^2E_1(\phi s),\qquad E_n(t)=\int_0^1\mu^{n-2}e^{-t/\mu}d\mu . \tag{33}$$

$$P_e(\tau)\equiv1-\Lambda1=\frac12\int du\,\phi\left[E_2(\phi\tau)+E_2(\phi(D-\tau))\right]. \tag{34}$$

$P_e$ is the single-flight escape probability; it equals $P$ if $S$ is uniform.

The tin line has $\lambda=13.5$ nm, $h\nu=91.84$ eV, $kT=35$ eV, $n_e=10^{19}\ \mathrm{cm^{-3}}$, $f=0.5$, $\bar g=0.2$, $g_1=g_2$, $A_{21}=1.83\times10^{11}\ \mathrm{s^{-1}}$, $C_{21}/A_{21}=0.159$, $\kappa=0.148$, $\epsilon=0.129$. $r_e$ is the classical electron radius.

### What the mean probability guarantees

Integrate $S=(1-\epsilon)\Lambda S+\epsilon B$ over the slab. Because $K$ is symmetric in $\tau$ and $\tau'$, the order of integration can be exchanged:

$$\int_0^D\Lambda S\,d\tau=\int_0^D S\,(\Lambda1)\,d\tau=\int_0^D S\,(1-P_e)\,d\tau . \tag{35}$$

Moving this term to the left-hand side gives

$$\int_0^D S\left[\epsilon+(1-\epsilon)P_e\right]d\tau=\epsilon BD . \tag{36}$$

Let $\bar S$ be the slab mean of $S$, and $P_S=\int SP_e\,d\tau/\int S\,d\tau$ the mean of $P_e$ weighted by $S$. Then

$$\bar S=B\,\frac{\epsilon}{\epsilon+(1-\epsilon)P_S} . \tag{37}$$

The escape formula is thus exact for the mean source function when this weighted probability is used. The weight still requires the solution, but the unweighted mean $\bar P=D^{-1}\int P_e\,d\tau$ does not, and it provides a bound.

Write $(f,g)=\int_0^Dfg\,d\tau$ and $M=1-(1-\epsilon)\Lambda$. Since $K\ge0$ and $|f(\tau)f(\tau')|\le\tfrac12[f(\tau)^2+f(\tau')^2]$,

$$(f,\Lambda f)\le\int_0^D f^2\,(1-P_e)\,d\tau\le(f,f), \tag{38}$$

so that $(f,Mf)\ge\epsilon(f,f)$. For $\epsilon>0$, $M$ is therefore symmetric and positive, and $[f,g]=(f,Mg)$ is a valid inner product. Let $w=S/(\epsilon B)$, which satisfies $Mw=1$. Three products are needed:

$$[1,w]=D,\qquad [w,w]=(w,1)=\frac{D\bar S}{\epsilon B},\qquad [1,1]=D\left[\epsilon+(1-\epsilon)\bar P\right]. \tag{39}$$

The Cauchy–Schwarz inequality $[1,w]^2\le[1,1]\,[w,w]$ then gives

$$\bar S\ \ge\ B\,\frac{\epsilon}{\epsilon+(1-\epsilon)\bar P} . \tag{40}$$

With the slab-mean single-flight probability, the formula is a lower bound on the mean source function. The physical reason is that photons are produced preferentially in the bright interior, from which escape is harder than average; comparison of (37) and (40) shows that $P_S\le\bar P$. The proof uses the symmetry and positivity of the kernel and not the slab shape, so it also holds for other uniform static bodies without incoming light.

To evaluate $\bar P$, average (34) over depth. The two terms contribute equally, and $dE_3/dt=-E_2$ with $E_3(0)=\tfrac12$, so

$$\bar P=\int du\,\phi\,p(\phi D),\qquad p(t)=\frac1t\int_0^tE_2(s)\,ds=\frac{\tfrac12-E_3(t)}{t}. \tag{41}$$

For small $t$, $p\to1$. For large $t$, $p\to1/(2t)$, so each offset in the opaque core contributes $\phi/(2\phi D)=1/(2D)$ to the integrand. The core extends to $|u|=u_1$, where $\phi(u_1)D=1$, and the leading estimate for a thick Doppler line is

$$\bar P\approx\frac{u_1}{D},\qquad u_1=\sqrt{\ln(D/\sqrt\pi)} . \tag{42}$$

Escape falls roughly as the inverse thickness, much more slowly than $e^{-D}$, because at each offset in the core the photons emitted within about one free path of a face can still leave, and these layers make up a fraction of order $1/(\phi D)$ of the slab.

### The tin line

The slab is 200 µm thick, and the density of ions in the lower level is $3\times10^{16}\ \mathrm{cm^{-3}}$. The ions also have $kT=35$ eV. For tin of mass $M_i$ this gives a thermal speed $v_{th}=\sqrt{2kT/M_i}=7.54\times10^5$ cm/s and a Doppler width $v_{th}/\lambda=5.59\times10^{11}$ Hz. Stimulated emission is neglected in the opacity for now, so that

$$D=\frac{\pi r_ecf\,n_1L}{\Delta\nu_D}=14.25,\qquad \frac{D}{\sqrt\pi}=8.04 . \tag{43}$$

Equation (41) gives $\bar P=0.122$; the estimate (42) gives $1.44/14.25=0.10$. The source function follows from (17):

$$\frac SB=\frac{0.129}{0.129+0.871\times0.122}=0.55 . \tag{44}$$

The plain ratio $\epsilon_0$ would give 0.57. Per unit wavelength, where $a$ is replaced by $2hc^2/\lambda^5$, the Planck function is $B=2.08\times10^9\ \mathrm{W/(cm^2\,sr\,nm)}$ and the source function is $S=1.14\times10^9\ \mathrm{W/(cm^2\,sr\,nm)}$. The temperature at which a Planck function would equal $S$ follows from (7) as $kT_{ex}=h\nu/\ln(1+a/S)=28.8$ eV. With the same $P$, (24) estimates the share of collisional excitations lost as radiation as $0.122/(0.159+0.122)=0.43$.

A destruction probability of 13% thus gives an estimated mean source function of 55% of the Planck function, because trapping multiplies the thermal source $\epsilon B$ by $0.55/0.129\approx4.3$. At fixed temperature and optical depth, $\kappa$ is proportional to $n_e$, and $S/B=\tfrac12$ would be reached at $n_e\approx(0.122/0.148)\times10^{19}=8\times10^{18}\ \mathrm{cm^{-3}}$.

### How good is the flat-source estimate?

The integral equation can be solved numerically by following rays through 480 layers with a constant source in each; with 240 layers the mean source function differs by less than 1%. For the tin line the mean is $\bar S/B=0.578$. The estimate 0.548 lies below it, as (40) requires, by 5% of the numerical value. The weighted probability is $P_S=0.108$, and inserting it in (37) recovers 0.578.

The profile through the slab is less well described. If the local value $P_e(\tau)$ is used at each depth, the formula gives $S/B=0.74$ at the centre and 0.22 in the outermost layer, while the solution gives 0.66 and 0.32. The signs of these errors follow from the kernel. The solution can be written as $S=\epsilon B\sum_k(1-\epsilon)^k\Lambda^k1$. $K$ decreases with distance, and convolving it with a symmetric function that falls away from the slab centre gives another such function, so $S$ falls from the centre outwards. The centre is then lit by dimmer layers than the flat-source estimate assumes, and the surface by brighter ones.

These errors grow for a thick line with weak collisions. For a line-centre thickness of 100 and $\epsilon=0.001$, the numerical mean is $\bar S/B=0.136$, against 0.070 from the bound. In the outermost layer the solution gives 0.016 and the local formula 0.002, too small by a factor of eight. There the source is mostly scattered light from brighter layers further in, whose brightness a local formula does not take into account. Equation (17) with a single-flight probability should therefore serve as an estimate of the mean, not of the surface layer.

### What the model leaves out

Each effect below is changed alone, with the other inputs held fixed. The changed $P$ is inserted in (17), so the comparison value is 0.548.

**Stimulated emission in the opacity.** From (3) and (11), $\chi$ is reduced by the factor $1/(1+S/a)$ at fixed $n_1$. Made self-consistent, this gives $P=0.126$ and $S/B=0.54$.

**Damping wings.** Decay, de-excitation and the transfer rate estimated below broaden the upper level. Their sum divided by $4\pi\Delta\nu_D$ is a damping parameter of 0.045. A Voigt profile with this value gives $P=0.141$ and $S/B=0.51$. This keeps the assumption of complete redistribution. If photons absorbed in the wings are instead re-emitted near the same frequency, as happens when elastic collisions are rare, fewer photons pass from the core to the wings, and the reduction of the true mean source function is smaller; the single-flight estimate does not register this. Broadening by elastic collisions and plasma fields is not included.

**Shape.** In a sphere, the chords of optical length $\ell$ in a given direction are distributed as $\ell\,d\ell$ up to the diameter $t$. Each carries emitters in proportion to $\ell$, and their mean escape probability is $(1-e^{-\ell})/\ell$. Therefore

$$p_{\rm sphere}(t)=\frac{3}{t^3}\int_0^t\ell\,(1-e^{-\ell})\,d\ell . \tag{45}$$

For a sphere whose diameter equals the slab thickness, this replaces $p$ in (41) and gives $P=0.292$ and $S/B=0.34$. A slab has long sideways paths that a sphere lacks, and all chords of a sphere that miss its centre are shorter than the diameter.

**Expansion.** Suppose that each face moves outwards at the sound speed $\sqrt{ZkT/M_i}=1.69\times10^6$ cm/s, with mean charge $Z=10$, and that the velocity varies linearly between the faces. The face-to-face speed is then $V=4.47$ thermal speeds. For a photon emitted at fractional depth $\zeta$, the optical depth to the face ahead is

$$\tau_V=\frac D\mu\int_\zeta^1\phi\left(u-\mu V(\zeta'-\zeta)\right)d\zeta' . \tag{46}$$

Averaging $e^{-\tau_V}$ over $\zeta$, $\mu$ and the profile gives $P=0.171$ and $S/B=0.46$. The motion shifts photons out of resonance with the ions ahead of them. This gain holds for an isolated line; if other lines lie within the range of the shift, the photons are carried into them.

**Overlapping lines.** With 1000 equal lines per nanometre, the spacing is 2.9 Doppler widths. If all share the same source function, the opacity in (41) is the sum of their profiles. This gives $P=0.102$ and $S/B=0.59$. The case is extreme: at an ion density $n_e/Z=10^{18}\ \mathrm{cm^{-3}}$, so many lines of this strength require a summed oscillator strength of 15 per ion per nanometre, more than the 12 electrons in the $n=4$ shell of a tenfold-charged tin ion. At half the line density the overlap has practically no effect in a static slab.

**Other levels.** For a neighbouring level of equal weight, 5 eV below level 2 and coupled to it with $f=0.1$, the estimate (28), converted to a downward rate as before, gives a transfer rate out of level 2 of $0.58\,A_{21}$, larger than $C_{21}$. If the neighbour is in Boltzmann balance with level 1, this exchange acts as additional collisional coupling between levels 1 and 2, and $C_{21}/A_{21}$ rises from 0.16 to 0.74. Then (17) with $\bar P$ gives $S/B=0.85$. For this transfer rate it is an upper limit on the estimate, as long as the neighbour's population does not exceed the Boltzmann value; by (40) the true slab mean at this coupling lies slightly higher, at about 0.86. The rate itself is uncertain: most electrons have energies far above the 5 eV gap, where a constant $\bar g=0.2$ is probably too small, and a faster transfer would raise the limit.

**Steady state.** At fixed $n_1$ and $P$, (22) shows that the upper level relaxes at the rate $C_{21}+PA_{21}$, in 19 ps. This is short compared with laser pulses of nanoseconds. It concerns the upper level only: the balance between charge states, which helps to set $n_1$, can take much longer.

### The model beside a real source

The temperature, electron density, charge and size are rough values for tin plasmas driven by carbon-dioxide lasers. The lower-level density, oscillator strength, Gaunt factor and statistical weights are round numbers, not data for an identified transition. The Gaunt factor matters because $\kappa$ is proportional to it. Much of the tin emission near 13.5 nm comes from transitions within one electron shell, for which values well above 0.2 are common; $\bar g=0.7$ would give $\kappa=0.52$ and, with the same $P$, $S/B=0.81$. Emission near 13.5 nm from such plasmas comes from several charge states and very many closely spaced lines, so the two-level assumption is the one that real tin breaks most clearly. In the estimates above, coupling to the one neighbouring level considered could, at the assumed transfer rate, raise $S/B$ from 0.55 to as much as 0.85, while a round plasma would lower it to 0.34 and expansion to 0.46. These changes were computed one at a time and need not add. The value for expansion applies to an isolated line: with lines spaced as in the overlap example, the flow shifts photons into the next line, and $S/B$ stays near 0.59. With the assumed inputs, the model gives a source function of some tenths of the Planck function; a firmer value needs the real collision rates, level structure, shape and flow. The computed values are collected in the numerical output below.

## Computed values

```
wavelength: 13.5 nm
photon energy: 91.84 eV
electron and ion temperature kT: 35 eV
x = h nu/kT: 2.624
electron density: 1e+19 cm^-3
lower-level density: 3e+16 cm^-3
slab thickness: 200 um
oscillator strength 0.5, Gaunt 0.2, charge 10
A21: 1.83e+11 s^-1
de-excitation coefficient: 2.911e-09 cm^3/s
C21: 2.911e+10 s^-1
C21/A21: 0.1591
e with stimulated factor: 0.1286
plain ratio C21/(A21+C21): 0.1372
thermal speed sqrt(2kT/M): 7.543e+05 cm/s
Doppler width: 5.587e+11 Hz
profile-integrated depth D: 14.25
line-centre optical depth: 8.04
slab-mean escape probability P: 0.1219
S/B from formula: 0.5475
S/B if plain ratio is used for e: 0.5661
Planck radiance B: 2.077e+09 W/(cm^2 sr nm)
source function S: 1.137e+09 W/(cm^2 sr nm)
excitation temperature: 28.76 eV
excitations ending in escape: 0.4339
slab solution, mean S/B: 0.5778
slab solution, S-weighted P: 0.1078
slab solution, centre S/B: 0.6645
local formula, centre S/B: 0.7401
slab solution, edge S/B: 0.3221
local formula, edge S/B: 0.2242
thick test: centre depth 100, e 0.001
thick: mean S/B, slab solution: 0.1358
thick: mean S/B, formula: 0.06972
thick: edge S/B, slab solution: 0.01639
thick: edge S/B, local formula: 0.002002
small-x test: x 0.2, C/A 0.05, P 0.1
small-x S/B: true 0.0831, plain ratio 0.3333
stimulated opacity: P 0.1261, S/B 0.5391
damping wings: P 0.1406, S/B 0.5121
sphere: P 0.2922, S/B 0.3355
expansion: P 0.1707, S/B 0.4636
line overlap: P 0.1016, S/B 0.5922
damping parameter: 0.0454
sound speed: 1.69e+06 cm/s
face-to-face speed / thermal speed: 4.47
overlap model: 1000 equal lines per nm
line spacing / Doppler width: 2.94
neighbour level: gap 5.0 eV, f 0.1
transfer rate / A21: 0.584
S/B upper limit with transfer: 0.8498
settling time: 19.5 ps
```
